# Domain-Wall Speed Below and Above the Walker Field

## Problem

A straight domain wall separates an up domain on the left from a down domain on the right. The unit magnetization $\mathbf m(x,t)$ depends on one coordinate $x$. Its polar angle $\theta$ is measured from the easy axis $z$, and its azimuth $\varphi$ is measured from the spin direction $x$, so that the hard axis is $y$. The energy density is

$$
w=A(\partial_x\mathbf m)^2+K\sin^2\theta+K_h\sin^2\theta\sin^2\varphi-\mu_0M_sH\cos\theta ,
$$

with $A,K,K_h>0$ and a field $H>0$ along $+z$. Local demagnetizing energies are contained in $K$ and $K_h$; long-range stray fields are neglected. The motion obeys the Gilbert equation

$$
\dot{\mathbf m}=-\gamma_0\,\mathbf m\times\mathbf H_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad \gamma_0=\mu_0\gamma,
$$

where $\gamma>0$ is the magnitude of the gyromagnetic ratio. The hard-axis anisotropy field is $H_K=2K_h/(\mu_0M_s)$, and $\kappa=K_h/K$ is small.

1. Reduce the Gilbert equation to equations for the wall position $X(t)$ and a wall azimuth $\varphi(t)$ that is uniform in $x$.
2. Up to which field $H_W$, the Walker field, can the wall move steadily, and with what mobility?
3. What are the mean speed and the mobility above $H_W$?
4. Evaluate the results for the round model parameters $A=12.5$ pJ/m, $K=500$ kJ/m³, $K_h=25$ kJ/m³, $M_s=500$ kA/m and $\alpha=0.1$.

## A tempting solution

For a wall of width parameter $\Delta$, the reduction gives

$$
\frac{\dot X}{\Delta}-\alpha\dot\varphi=\frac{\gamma_0H_K}{2}\sin2\varphi, \tag{1}
$$

$$
\dot\varphi+\frac{\alpha\dot X}{\Delta}=\gamma_0H. \tag{2}
$$

These equations are correct and are derived below. In steady motion $\dot\varphi=0$, so (2) gives $\dot X=\gamma_0\Delta H/\alpha$. Equation (1) then requires $\sin2\varphi=2H/(\alpha H_K)$, which is possible up to $H_W=\alpha H_K/2$.

Above $H_W$ the azimuth turns continuously. The argument now continues: "During a turn $\sin2\varphi$ is positive as often as it is negative, so the hard-axis torque averages to zero. Equation (1) then gives $\langle\dot\varphi\rangle=\langle\dot X\rangle/(\alpha\Delta)$, and (2) becomes

$$
\frac{\langle\dot X\rangle}{\Delta}\left(\frac1\alpha+\alpha\right)=\gamma_0H
\quad\Longrightarrow\quad
\langle\dot X\rangle=\frac{\alpha}{1+\alpha^2}\,\gamma_0\Delta H .
$$

The mobility therefore drops at $H_W$ from $\gamma_0\Delta/\alpha$ to $\gamma_0\Delta\alpha/(1+\alpha^2)$."

For the given parameters, with the width $\Delta=4.94$ nm that equation (5) below gives at $\varphi=\pi/4$, this second mobility is 0.0861 m/s per mT. It predicts 0.86 m/s at 10 mT, which is twice the Walker field.

## Where it fails

The mean speed is a time average, but the argument averages $\sin2\varphi$ uniformly over angle. The two agree if $\varphi$ turns at a constant rate, and here it does not. In a time average, each interval $d\varphi$ carries the weight $dt=d\varphi/\dot\varphi$:

$$
\langle\sin2\varphi\rangle=\frac{\int_0^\pi \sin2\varphi\,d\varphi/\dot\varphi}{\int_0^\pi d\varphi/\dot\varphi}.
$$

The hard-axis torque that drives the wall forward also slows the turning. The wall lingers where $\sin2\varphi>0$ and passes quickly through the angles where $\sin2\varphi<0$. Just above $H_W$ it spends nearly all its time near $\varphi=\pi/4$, so its mean speed must join continuously to the steady speed at $H_W$. The abrupt drop in the tempting answer is incompatible with this.

## Right solution

### Reduction to two coordinates

Use the unit vectors $\mathbf e_\theta,\mathbf e_\varphi$, for which $\mathbf m\times\mathbf e_\theta=\mathbf e_\varphi$ and $\mathbf m\times\mathbf e_\varphi=-\mathbf e_\theta$. The velocity is $\dot{\mathbf m}=\dot\theta\,\mathbf e_\theta+\sin\theta\,\dot\varphi\,\mathbf e_\varphi$, so

$$
\mathbf m\times\dot{\mathbf m}=\dot\theta\,\mathbf e_\varphi-\sin\theta\,\dot\varphi\,\mathbf e_\theta,\qquad
\mathbf m\times\mathbf H_{\rm eff}=H_\theta\mathbf e_\varphi-H_\varphi\mathbf e_\theta .
$$

Let $E=\int w\,dx$. Since $\delta\mathbf m=\delta\theta\,\mathbf e_\theta+\sin\theta\,\delta\varphi\,\mathbf e_\varphi$, the effective field has the components

$$
H_\theta=-\frac{1}{\mu_0M_s}\frac{\delta E}{\delta\theta},\qquad
H_\varphi=-\frac{1}{\mu_0M_s\sin\theta}\frac{\delta E}{\delta\varphi}.
$$

The two components of the Gilbert equation are therefore

$$
\dot\theta+\alpha\sin\theta\,\dot\varphi=-\frac{\gamma_0}{\mu_0M_s\sin\theta}\frac{\delta E}{\delta\varphi}, \tag{3}
$$

$$
\sin\theta\,\dot\varphi-\alpha\dot\theta=\frac{\gamma_0}{\mu_0M_s}\frac{\delta E}{\delta\theta}. \tag{4}
$$

For uniform $\varphi$ the exchange energy density is $A\theta'^2$, where a prime denotes $\partial_x$, and the variational derivatives are

$$
\frac{\delta E}{\delta\varphi}=K_h\sin^2\theta\sin2\varphi,
$$

$$
\frac{\delta E}{\delta\theta}=-2A\theta''+2(K+K_h\sin^2\varphi)\sin\theta\cos\theta+\mu_0M_sH\sin\theta .
$$

Take the wall profile

$$
\theta=2\arctan e^{\xi},\qquad \xi=\frac{x-X}{\Delta}.
$$

It has $\sin\theta=1/\cosh\xi$ and $\cos\theta=-\tanh\xi$, which is up on the left and down on the right. Differentiation gives $\theta'=\sin\theta/\Delta$, and hence $\theta''=\cos\theta\,\theta'/\Delta=\sin\theta\cos\theta/\Delta^2$. The exchange and anisotropy terms in $\delta E/\delta\theta$ cancel at every $x$ if

$$
\Delta(\varphi)=\sqrt{\frac{A}{K+K_h\sin^2\varphi}} . \tag{5}
$$

Suppose first that $\Delta$ is constant in time. Then $\dot\theta=-\dot X\sin\theta/\Delta$. With $K_h/(\mu_0M_s)=H_K/2$, equation (3) becomes

$$
-\frac{\dot X}{\Delta}\sin\theta+\alpha\dot\varphi\sin\theta=-\frac{\gamma_0H_K}{2}\sin2\varphi\,\sin\theta ,
$$

and (4) becomes

$$
\dot\varphi\sin\theta+\frac{\alpha\dot X}{\Delta}\sin\theta=\gamma_0H\sin\theta .
$$

Dividing by $\sin\theta$, and reversing the sign of the first equation, gives (1) and (2).

If $\varphi$ changes, so does $\Delta$, and $\dot\theta$ acquires the extra term $-\xi(\dot\Delta/\Delta)\sin\theta$. This term is odd about the wall centre. If $\Delta$ lags behind (5), the uncancelled part of $\delta E/\delta\theta$ is proportional to $\sin\theta\cos\theta$, which is also odd. Multiplying (3) and (4) by the even function $\sin\theta$ and integrating over $x$ removes both terms, so (1) and (2) survive as projected equations. The projection does not prove that a turning wall keeps this profile. That remains an approximation for small $\kappa$.

### The Walker field and the motion below it

Solve (1) for $\dot X/\Delta=\alpha\dot\varphi+(\gamma_0H_K/2)\sin2\varphi$ and insert it into (2):

$$
\dot\varphi+\alpha^2\dot\varphi+\alpha\frac{\gamma_0H_K}{2}\sin2\varphi=\gamma_0H .
$$

With

$$
\boxed{H_W=\frac{\alpha H_K}{2}}
$$

this reads

$$
(1+\alpha^2)\dot\varphi=\gamma_0\,(H-H_W\sin2\varphi). \tag{6}
$$

A constant angle requires $\sin2\varphi=H/H_W$, which has a solution for $H\le H_W$. A small deviation from it obeys

$$
\delta\dot\varphi=-\frac{2\gamma_0H_W\cos2\varphi}{1+\alpha^2}\,\delta\varphi .
$$

Within the reduced equations, the root with $\cos2\varphi>0$ is therefore stable and the one with $\cos2\varphi<0$ is unstable. On the stable branch (2) gives

$$
\boxed{v=\frac{\gamma_0\Delta(\varphi)}{\alpha}H\qquad(H\le H_W)}
$$

Here $\varphi$ and $\Delta$ are constant, so (3) and (4) hold at every $x$. This is an exact solution for the stated energy, at any $\kappa$.

The field along $z$ does not appear in (1). It turns the wall spins out of the easy plane, and once the turning has stopped ($\dot\varphi=0$) the hard-axis torque alone moves the wall, at the speed $\dot X=\Delta(\gamma_0H_K/2)\sin2\varphi$ given by (1). That torque is greatest at $\varphi=\pi/4$. With $\Delta_W=\Delta(\pi/4)$, the speed at the Walker field is $\gamma_0\Delta_WH_K/2$, which does not contain $\alpha$. Weaker damping raises the mobility but lowers the threshold in proportion.

### The mean speed above the Walker field

For $H>H_W$ the right side of (6) is positive at every angle, and the wall turns without stopping. The torque repeats after a half turn, which takes the time

$$
T=\frac{1+\alpha^2}{\gamma_0}\int_0^\pi\frac{d\varphi}{H-H_W\sin2\varphi}.
$$

Put $2\varphi=\pi/2+w$, so that $\sin2\varphi=\cos w$ and $d\varphi=dw/2$. The integrand is periodic, so $w$ may run from $-\pi$ to $\pi$. With $s=\tan(w/2)$, for which $\cos w=(1-s^2)/(1+s^2)$ and $dw=2\,ds/(1+s^2)$,

$$
\frac12\int_{-\pi}^{\pi}\frac{dw}{H-H_W\cos w}
=\int_{-\infty}^{\infty}\frac{ds}{(H-H_W)+(H+H_W)s^2}
=\frac{\pi}{\sqrt{H^2-H_W^2}} .
$$

The mean turning rate is therefore

$$
\langle\dot\varphi\rangle=\frac{\pi}{T}=\frac{\gamma_0\sqrt{H^2-H_W^2}}{1+\alpha^2}. \tag{7}
$$

Equation (2) gives $\dot X=(\Delta/\alpha)(\gamma_0H-\dot\varphi)$. If $\Delta$ is replaced by $\Delta_W$, its time average is

$$
\boxed{\langle v\rangle=\frac{\gamma_0\Delta_W}{\alpha}\left[H-\frac{\sqrt{H^2-H_W^2}}{1+\alpha^2}\right]\qquad(H>H_W)} \tag{8}
$$

The replacement is correct to first order in $\kappa$ if the width follows (5) as the wall turns. In that case $\Delta=\Delta_W[1+(\kappa/4)\cos2\varphi+O(\kappa^2)]$. Both $\dot X/\Delta$ and the weight $1/\dot\varphi$ depend on $\varphi$ through $\sin2\varphi$. The reflection $\varphi\to\pi/2-\varphi$ preserves $\sin2\varphi$ and reverses $\cos2\varphi$, so the first-order term averages to zero.

Averaging (6) over time and using (7) also gives the quantity that the tempting solution set to zero:

$$
\langle\sin2\varphi\rangle=\frac{H-\sqrt{H^2-H_W^2}}{H_W}.
$$

It equals 1 at $H_W$ and $2-\sqrt3\approx0.27$ at $2H_W$.

### Two meanings of mobility above the threshold

The differential mobility follows from (8):

$$
\frac{d\langle v\rangle}{dH}=\frac{\gamma_0\Delta_W}{\alpha}\left[1-\frac{H}{(1+\alpha^2)\sqrt{H^2-H_W^2}}\right].
$$

It tends to $-\infty$ as $H$ approaches $H_W$ from above, so the wall slows down as the field grows. The slope vanishes when $\sqrt{H^2-H_W^2}=H/(1+\alpha^2)$. Squaring, and using $(1+\alpha^2)^2-1=\alpha^2(2+\alpha^2)$, gives

$$
H_{\min}=\frac{(1+\alpha^2)H_W}{\alpha\sqrt{2+\alpha^2}} .
$$

At this field the bracket in (8) is $H_{\min}[1-(1+\alpha^2)^{-2}]=H_{\min}\,\alpha^2(2+\alpha^2)/(1+\alpha^2)^2$, so

$$
v_{\min}=\gamma_0\Delta_WH_W\frac{\sqrt{2+\alpha^2}}{1+\alpha^2}.
$$

For large fields, $\sqrt{H^2-H_W^2}\approx H-H_W^2/(2H)$. Inserting this into (8), with $H_W/\alpha=H_K/2$, gives for the ratio of mean speed to field

$$
\frac{\langle v\rangle}{H}\approx\frac{\alpha\gamma_0\Delta_W}{1+\alpha^2}\left[1+\frac{H_K^2}{8H^2}\right]. \tag{9}
$$

The tempting answer is thus the high-field limit. It needs $H\gg H_K/(2\sqrt2)$, and for small $\alpha$ this is far more demanding than $H>H_W$.

The field also has an upper limit. In the down domain, a small tilt $\epsilon=\pi-\theta$ towards $x$ changes the energy density by $(K-\mu_0M_sH/2)\epsilon^2$. That domain is unstable for $H>2K/(\mu_0M_s)$. Because $\kappa$ is small, there is room between the two limits.

All results above $H_W$ assume that $\mathbf m$ depends on $x$ alone, so that the whole wall turns in step, and that there is no pinning. A wall that extends along a second coordinate $\ell$ can bend and twist. For small bending, exchange adds $-\gamma_0(2A/\mu_0M_s)\,\partial_\ell^2\varphi$ to the right side of (1) and $+\gamma_0(2A/\mu_0M_s)\,\partial_\ell^2X/\Delta$ to the right side of (2). Linearized about uniform turning, for the parameters of part 4 and at fields of 6, 10, 25, 50 and 100 mT, these equations have growing modulations, with rates of up to 1.6 to 3 per ns and shortest unstable wavelengths between about 130 and 180 nm. Equation (8), the negative mobility and the minimum of the speed therefore describe a wall too short to hold such a modulation, as in a narrow strip, and should not be carried over to an extended wall.

## Numbers

Fields are quoted as $\mu_0H$. The hard-axis field is $2K_h/M_s=100$ mT, so

$$
\mu_0H_W=\tfrac12(0.1)(100\ \text{mT})=5\ \text{mT},
$$

or $H_W=3979$ A/m. The easy-axis field $2K/M_s$ is 2000 mT.

The width is $\sqrt{A/K}=5.00$ nm at $\varphi=0$ and $5.00/\sqrt{1.025}=4.94$ nm at $\varphi=\pi/4$. With $\gamma=1.76086\times10^{11}$ rad/(s T), the low-field mobility is

$$
\frac{\gamma\Delta}{\alpha}=\frac{(1.76086\times10^{11})(5.00\times10^{-9})}{0.1}\ \frac{\text{m/s}}{\text{T}}=8.80\ \text{m/s per mT}.
$$

With the width $\Delta_W$ it is 8.696 m/s per mT, so the speed at the Walker field is $8.696\times5=43.5$ m/s.

At 10 mT, equation (8) gives

$$
\langle v\rangle=8.696\left[10-\frac{\sqrt{100-25}}{1.01}\right]\text{m/s}=12.4\ \text{m/s},
$$

about 14 times the tempting value of 0.86 m/s.

A numerical check solves the Gilbert equation on a grid in $x$, where the wall is free to deform:

| $\mu_0H$ (mT) | formula (m/s) | simulation (m/s) |
|---:|---:|---:|
| 2.5 | 21.97 | 21.87 |
| 4 | 35.04 | 34.85 |
| 10 | 12.40 | 12.34 |
| 25 | 6.50 | 6.47 |
| 100 | 9.69 | 9.65 |

The simulated speeds lie 0.4 to 0.6 % below the formula. The finite grid spacing, half the wall width, is a likely cause, but this was not tested separately. The simulation also brackets the threshold. A wall started at 45° falls back to 39.7° within 4.5 ns at $0.97H_W$, and advances to 55.2° in the same time at $1.03H_W$.

The mean speed has its minimum, 6.10 m/s, at 35.6 mT. The limiting high-field mobility is 0.0861 m/s per mT, smaller than the low-field value at equal width by the factor $(1+\alpha^2)/\alpha^2=101$. Even at 100 mT, where $H=H_K$, the ratio $\langle v\rangle/H$ is still 12.5 % above this limit, in agreement with the correction $1/8$ in (9).

The mean speed hides a large oscillation. Inserting (6) into $\dot X=(\Delta/\alpha)(\gamma_0H-\dot\varphi)$ gives

$$
\dot X=\frac{\gamma_0\Delta}{\alpha(1+\alpha^2)}\left(\alpha^2H+H_W\sin2\varphi\right),
$$

which becomes negative during part of each half turn if $\alpha^2H<H_W$. At 10 mT, with $\Delta=\Delta_W$, the extremes are

$$
\frac{8.696}{1.01}(0.1\pm5)\ \text{m/s}=+43.9\ \text{and}\ -42.2\ \text{m/s},
$$

and the simulation gives $+43.7$ and $-42.0$ m/s. The wall runs back and forth with a period of 2.08 ns. Of the mean speed of 12.4 m/s, the term $\alpha^2H$ supplies 0.86 m/s. The remaining 11.5 m/s comes from $H_W\langle\sin2\varphi\rangle$, which is positive because the wall spends more time at angles where $\sin2\varphi>0$.

## Values computed for the example and the checks

```
exchange stiffness A: 12.5 pJ/m
easy-axis constant K: 500 kJ/m^3
hard-axis constant K_h: 25 kJ/m^3
saturation magnetization: 500 kA/m
Gilbert damping alpha: 0.10
gyromagnetic ratio: 1.76086e+11 rad/(s T)
anisotropy ratio kappa: 0.050
easy-axis field mu0*2K/(mu0 Ms): 2000 mT
hard-axis field mu0*H_K: 100.0 mT
wall width at phi=0: 5.000 nm
wall width at phi=pi/4: 4.939 nm
Walker field mu0*H_W: 5.000 mT
Walker field H_W: 3979 A/m
speed at Walker field: 43.48 m/s
excess of largest steady speed: 0.0074 %
low-field mobility (phi=0): 8.804 m/s per mT
low-field mobility (width at pi/4): 8.696 m/s per mT
high-field limiting mobility: 0.08610 m/s per mT
mobility ratio at equal width: 101.0
mean mobility at H_K over limit: 1.1251
field scale H_K/(2 sqrt 2): 35.36 mT
field of minimum mean speed: 35.62 mT
minimum mean speed: 6.104 m/s
H/H_W | field mT | formula m/s | simulated m/s | v/field m/s/mT
 0.50 |   2.50 |  21.974 |  21.865 |  8.7896
 0.80 |   4.00 |  35.042 |  34.846 |  8.7606
 2.00 |  10.00 |  12.396 |  12.339 |  1.2396
 5.00 |  25.00 |   6.502 |   6.472 |  0.2601
20.00 | 100.00 |   9.687 |   9.648 |  0.0969
tilt at 0.50 H_W, formula and simulated: 15.00, 15.00 deg
tilt at 0.80 H_W, formula and simulated: 26.57, 26.53 deg
start 45 deg at 0.97 H_W, final tilt: 39.74 deg
start 45 deg at 1.03 H_W, final tilt: 55.20 deg
simulated time: 4.543 ns
mean turning rate at 2 H_W, formula and simulated: 1.5099, 1.5099 rad/ns
time per half turn at 2 H_W: 2.081 ns
forward peak at 2 H_W, formula and simulated: 43.91, 43.70 m/s
backward peak at 2 H_W, formula and simulated: -42.19, -41.99 m/s
largest width-variation error in mean: 1.1e-04
Gilbert residual, right width (reduced): 3.7e-07
Gilbert residual, wrong width (reduced): 0.25
```
